Triplet instability of restricted Hartree-Fock and the Coulson-Fischer point of H2

Two symmetries fix the form of the triplet excitation energy in time-dependent Hartree-Fock theory (TDHF). Take a closed-shell restricted Hartree-Fock (RHF) determinant with real orbitals, and mix virtual orbitals a, b into occupied orbitals i, j with small complex amplitudes. Exchanging the two spin directions leaves the reference unchanged but reverses the sign of a triplet amplitude, which is opposite for α and β spin. The second-order energy therefore has no product of singlet and triplet amplitudes. Complex conjugation also leaves the reference and the Hamiltonian unchanged, so there is no product of the real part x and the imaginary part y of an amplitude. What remains for the triplet is

E = E0 + xᵀMx + yᵀNy + higher orders.

The parts x and y act as coordinate and momentum of an oscillator, so ω² must come from the product NM, which has the dimension of energy squared. If N stays positive while M acquires a negative eigenvalue, an ω² turns negative. It remains to show that M = A+B and N = A−B, and to see what happens in H2.

Atomic units are used, with ħ = 1, and (pq|rs) is the Coulomb repulsion between the charge distributions pq and rs. The orbitals are canonical, with energies ε. Write the amplitudes for spin σ as c_ia^σ and let V^σ = Σ c_ia^σ |a⟩⟨i|. A unitary rotation generated by V−V† changes the occupied projector of each spin by

δD = V + V† + VV† − V†V + higher orders.

The last two terms keep the orbitals orthonormal. The Hartree-Fock energy is quadratic in the density matrix, so its change is the trace of the Fock operator F with δD, plus half the interaction of δD with itself. F is diagonal, so V+V† contributes nothing to the trace, while VV†−V†V contributes Σ (ε_a−ε_i)|c_ia|² for each spin.

For a triplet rotation set c^α = z/√2 and c^β = −z/√2. The two orbital-energy terms add to Σ (ε_a−ε_i)|z_ia|². The first-order densities of the two spins cancel, so there is no direct Coulomb term. The exchange energies do not cancel, because each is quadratic in its own spin density matrix. With

d(r,r′) = Σ [z_ia a(r)i(r′) + z_ia* i(r)a(r′)],

they sum to −½∫∫ d(r,r′)d(r′,r)/|r−r′|. Multiplying out, the two mixed products z*z each give (ij|ab), and the products zz and z*z* each give (ib|ja). Hence

E − E0 = Σ z_ia* A_ia,jb z_jb + ½ Σ [z_ia B_ia,jb z_jb + c.c.],

A_ia,jb = (ε_a−ε_i)δ_ij δ_ab − (ij|ab),

B_ia,jb = −(ib|ja).

Inserting z = x+iy gives xᵀAx + yᵀAy from the first sum and xᵀBx − yᵀBy from the second, so

E − E0 = xᵀ(A+B)x + yᵀ(A−B)y.

A real triplet rotation gives α and β electrons different spatial orbitals. If A+B has an eigenvector with a negative eigenvalue, a small step along it lowers the energy, and the RHF state is not a minimum among unrestricted (UHF) determinants. This is the restricted-to-unrestricted instability. The converse is weaker: a positive definite A+B excludes a lower UHF state with real orbitals in the immediate neighbourhood, but not one separated from RHF by a barrier, nor, unless A−B is positive definite as well, one with complex orbitals. For a singlet rotation the two spin densities add, and the direct Coulomb energy puts an extra 2(ia|jb) into both A and B. The triplet lacks this repulsive term. The singlet A+B thus exceeds the triplet one by 4(ia|jb), whose quadratic form is four times the repulsion (ρ|ρ) of the distribution ρ = Σ x_ia i(r)a(r) with itself and cannot be negative, so a positive definite triplet A+B also rules out a lowering along real singlet rotations.

The excitation energies follow from the equation of motion i dD/dt = [F,D] for each spin. Its virtual-occupied element is, to first order,

i dc_ia/dt = (ε_a−ε_i)c_ia + δF_ai.

For the triplet δF contains only exchange, and inserting V+V† gives δF_ai = −Σ[(ij|ab)c_jb + (ib|ja)c_jb*]. Thus i dz/dt = Az + Bz*. Separating real and imaginary parts,

dx/dt = (A−B)y,  dy/dt = −(A+B)x.

Differentiating the first equation and inserting the second gives d²x/dt² = −(A−B)(A+B)x. A time dependence cos ωt then requires

(A−B)(A+B)x = ω²x.

This is the usual response equation. With z = X exp(−iωt) + Y exp(iωt), for real X and Y, the equation of motion gives AX+BY = ωX and BX+AY = −ωY. Their sum and difference are (A+B)(X+Y) = ω(X−Y) and (A−B)(X−Y) = ω(X+Y), and eliminating X−Y reproduces the result with x replaced by X+Y.

Now suppose that P = A−B is positive definite. Put x = P^{1/2}v and multiply from the left by P^{−1/2}:

P^{1/2}(A+B)P^{1/2}v = ω²v.

The matrix on the left is real and symmetric, so every ω² is real. Its quadratic form at v equals that of A+B at P^{1/2}v, and P^{1/2} is invertible, so the largest subspace on which the form is negative has the same dimension for both matrices. Each negative eigenvalue of A+B is therefore matched by one negative ω², that is, by one pair ω = ±i|ω|. The condition on A−B is needed. If A+B and A−B were both the number −1, the state would be unstable but ω² would be +1.

For H2 in a minimal basis there is one bonding orbital g and one antibonding orbital u. Let h_g and h_u be their one-electron energies, and define

J = (gg|uu),  K = (gu|gu),  J_gg = (gg|gg),  J_uu = (uu|uu).

An electron in g sees the other electron in g. An electron in u sees two electrons in g, with exchange from the one of equal spin. Hence ε_g = h_g+J_gg and ε_u = h_u+2J−K. With Δ = ε_u−ε_g the matrices become numbers, A = Δ−J and B = −K, and

λ ≡ A+B = Δ − J − K,

A−B = Δ − J + K,

ω² = (Δ−J−K)(Δ−J+K).

The instability sets in when the orbital gap falls below J+K.

The energy can be followed beyond second order. Let φ_α = cosθ g + sinθ u and φ_β = cosθ g − sinθ u, and write s = sin²θ. The one-electron energy is 2(1−s)h_g + 2s h_u. The two densities are

(1−s)gg + s uu ± 2 sinθ cosθ gu,

with the upper sign for α. In their mutual repulsion the terms linear in gu cancel, leaving

(1−s)²J_gg + s²J_uu + 2s(1−s)J − 4s(1−s)K.

The coefficient of s in the total energy is 2(h_u−h_g−J_gg+J−2K). Since Δ = h_u−h_g+2J−K−J_gg, this equals 2(Δ−J−K) = 2λ. Collecting the s² terms gives

E = E0 + 2λs + Cs²,  C = J_gg + J_uu − 2J + 4K.

For small θ the first term is 2λθ², in agreement with xᵀ(A+B)x for x = √2 θ. The combination J_gg+J_uu−2J is the repulsion of the charge distribution gg−uu with itself and cannot be negative, and K is the repulsion of gu with itself and is positive, so C > 0. If λ ≥ 0, the lowest energy in this family is the RHF energy at s = 0. If λ < 0, the minimum lies at

s = −λ/C,  E_UHF = E0 − λ²/C,

provided that −λ ≤ C. The distance R at which λ = 0 is the Coulson-Fischer point. Within this family a negative λ is both necessary and sufficient for a lower UHF state.

The spin contamination follows from S² = 1+P_spin for two electrons, where P_spin exchanges their spins. In the UHF determinant its mean value is −⟨φ_α|φ_β⟩², and the overlap is cos²θ−sin²θ = 1−2s. Thus ⟨S²⟩ = 1−(1−2s)².

At large separation g and u become (a±b)/√2, with a and b the two atomic orbitals. Let U = (aa|aa) and V = (aa|bb), and neglect the overlap of a with b. Then h_u−h_g → 0, J, J_gg and J_uu all tend to (U+V)/2, and K tends to (U−V)/2. It follows that λ → −(U−V), C → 2(U−V) and s → ½. The orbitals φ_α and φ_β become a and b, one electron on each atom, with ⟨S²⟩ → 1. In the same limit A−B = h_u−h_g+J−J_gg tends to zero, and so does |ω|, although the RHF state remains unstable.

In the STO-3G basis λ vanishes at R = 2.180 bohr, or 1.153 Å. On either side of this point, in hartree,

R = 1.4 bohr: A+B = 0.4037, A−B = 0.7662, ω = 0.556

R = 2.0 bohr: A+B = 0.0737, A−B = 0.4747, ω = 0.187

R = 2.5 bohr: A+B = −0.1125, A−B = 0.3233, |ω| = 0.191, imaginary

R = 4.0 bohr: A+B = −0.4314, A−B = 0.0989, |ω| = 0.207, imaginary.

The factor A−B stays positive at these distances, so the sign change of ω² comes from A+B. Near the critical distance λ is linear in R−R_CF to leading order. Hence |ω| varies as |R−R_CF|^{1/2}, while the UHF energy lowering starts as (R−R_CF)².

At R = 3.0 bohr the integrals give Δ = 0.5358, J = 0.5512 and K = 0.2351 hartree. Then

A+B = 0.5358 − 0.5512 − 0.2351 = −0.2505 hartree,

A−B = 0.5358 − 0.5512 + 0.2351 = 0.2197 hartree,

ω² = −0.2505 × 0.2197 = −0.0550 hartree²,

and |ω| = 0.2346 hartree = 6.38 eV. This exceeds the value at 4.0 bohr because the decrease of A−B outweighs the growth of |A+B| between the two distances. With J_gg = 0.5432 and J_uu = 0.5734 hartree,

C = 0.5432 + 0.5734 − 1.1024 + 0.9404 = 0.9546 hartree,

s = 0.2505/0.9546 = 0.262,

E0 − E_UHF = 0.2505²/0.9546 = 0.0657 hartree,

and ⟨S²⟩ = 1−(1−0.5248)² = 0.774. Self-consistent UHF calculations confirm the energy and spin formulas at this distance and at 0.2 bohr on either side of the critical one. The singlet matrix A+B is larger by 4K and equals 0.690 hartree. With the same A−B it gives a real singlet energy of 0.389 hartree.

The imaginary number is a growth rate. A small real spin polarization x(0), released with y(0) = 0, evolves as x(0)cos ωt before the critical point and as x(0)cosh|ω|t beyond it, as long as it remains small. Direct propagation of the TDHF equations at 3.0 bohr amplifies it by 27.31 after 17.05 atomic units of time. There |ω|t = 4, and cosh 4 = 27.31.

No physical excitation energy of the molecule becomes imaginary, because differences between eigenvalues of a Hermitian Hamiltonian are real. Full configuration interaction in the same two orbitals gives a singlet-triplet gap of 0.254 hartree at the Coulson-Fischer point and 0.084 hartree at 3.0 bohr. These values leave out everything beyond the minimal basis; in cc-pVTZ the gaps at the same two distances are 0.203 and 0.084 hartree. In either basis the gap is real and positive, so the failure belongs to linear response about an unstable reference.

The Tamm-Dancoff approximation sets B = 0, which removes the imaginary root and hides the onset of the instability. In this basis the triplet energy is E_T = h_g+h_u+J−K, apart from the nuclear repulsion, and the RHF energy is 2h_g+J_gg. Their difference is h_u−h_g+J−K−J_gg = Δ−J = A. The Tamm-Dancoff energy is therefore real. At the Coulson-Fischer point, where Δ = J+K, it equals K and is still positive. It changes sign at 2.93 bohr, where the triplet falls below the RHF energy, though not below the correlated singlet.

The Bethe-Salpeter equation (BSE) with a static screened interaction W has the same matrix structure, so the argument relating the signs of A+B and ω² carries over when A−B is positive. The identification of A+B with the curvature of the Hartree-Fock energy does not, because it needs the bare interaction and Hartree-Fock orbital energies. A zero of the BSE matrix need not lie at the Coulson-Fischer point.

Minimal-basis H2 shows this explicitly. By inversion symmetry (gg|gu) = (uu|gu) = 0, so in the random-phase approximation the polarization, which consists of g-to-u transitions, leaves J unscreened. At imaginary frequency iν the polarizability is −4Δ/(Δ²+ν²), with one factor 2 from spin and another from adding forward and backward transitions. The interaction K becomes

K_W(iν) = K/[1 + 4KΔ/(Δ²+ν²)] = K − 4K²Δ/(ν²+Ω²),  Ω² = Δ²+4KΔ,

with the static value K_W = K/(1+4K/Δ). The GW correlation self-energy of g involves only the intermediate orbital u, by the same symmetry. Evaluated at the Hartree-Fock energy it is

Σ_g = −(1/2π)∫dν [−4K²Δ/(ν²+Ω²)]/(iν−Δ).

The odd part of the integrand vanishes on integration, which replaces 1/(iν−Δ) by −Δ/(ν²+Δ²). Since ∫dν/[(ν²+Δ²)(ν²+Ω²)] = π/[ΔΩ(Δ+Ω)], the result is Σ_g = −2K²Δ/[Ω(Δ+Ω)]. For u the energy denominator is iν+Δ, so Σ_u = −Σ_g. Without a renormalization factor the gap increases by

δ = 4K²Δ/[Ω(Δ+Ω)],

and the triplet BSE matrix is

(A+B)_BSE = λ + δ + (K−K_W).

Both corrections are positive. At the Coulson-Fischer point λ = 0, δ = 0.0614, K = 0.2067 and K_W = 0.1021 hartree, so (A+B)_BSE = 0.166 hartree. The matrix A−B is larger than A+B by 2K_W and therefore positive too, so the triplet response in this form of the BSE is still stable there. The margin depends on the basis: the lowest eigenvalue of the same BSE matrix is 0.113 hartree in cc-pVDZ and 0.116 hartree in cc-pVTZ, each at its own Coulson-Fischer point. The instability is postponed, not removed. In the minimal basis (A+B)_BSE is −0.007 hartree at 3.0 bohr, and at 5.0 bohr the BSE A−B is negative as well, −0.028 hartree, so the sign argument no longer applies there.

The critical distance depends on the basis. In cc-pVDZ the lowest eigenvalue of the triplet A+B vanishes at 2.287 bohr, or 1.210 Å, and 0.2 bohr further out the UHF energy lies 0.0032 hartree below RHF. Larger bases move the point out by about 0.01 bohr more, to 2.298 bohr (1.216 Å) in cc-pVQZ and 2.299 bohr (1.217 Å) in aug-cc-pVTZ. The beryllium atom in the 6-31G basis shows that no bond need be stretched and gives a case with two occupied orbitals. Its triplet A+B has three negative eigenvalues, the lowest −0.0137 hartree, while the lowest eigenvalue of A−B is 0.133 hartree. Diagonalizing the full response matrix gives three imaginary pairs, the number required by the counting argument. The three negative eigenvalues persist in larger bases, but their size is not converged in 6-31G: in cc-pVTZ the lowest eigenvalues of A+B and A−B are −0.0094 and 0.130 hartree. The instability is weak, the UHF energy lying 0.0006 hartree below RHF in 6-31G and 0.0003 hartree below it in cc-pVTZ. The numerical check also compares the second-order energy with finite orbital rotations for this atom.

Calculated quantities

```
H2, STO-3G; all energies in hartree unless stated
Coulson-Fischer distance = 2.1797 bohr = 1.1534 angstrom
distance where Tamm-Dancoff A = 0: 2.9264 bohr
R (bohr) | A+B | A-B | omega^2 (hartree^2) | |omega| | type
1.4 | 0.40365 | 0.76616 | 0.30926 | 0.55611 | real
2.0 | 0.07368 | 0.47473 | 0.03498 | 0.18703 | real
2.2 | -0.00781 | 0.40705 | -0.00318 | 0.05637 | imaginary
2.5 | -0.11253 | 0.32334 | -0.03639 | 0.19075 | imaginary
3.0 | -0.25052 | 0.21972 | -0.05504 | 0.23461 | imaginary
4.0 | -0.43138 | 0.09888 | -0.04265 | 0.20653 | imaginary
Details at R = 3.0 bohr
h_g = -0.88088, h_u = -0.66923
(gg|gg) = 0.54316, (uu|uu) = 0.57343
J = 0.55123, K = 0.23512
e_g = -0.33773, e_u = 0.19810, gap = 0.53583
triplet A = -0.01540, B = -0.23512, C = 0.95461
|omega| = 0.23461 hartree = 6.384 eV (imaginary)
sin^2(theta) = 0.26243, theta = 30.82 degrees
E_RHF = -0.885275, E_UHF = -0.951018, lowering = 0.065743
UHF <S^2> = 0.7742 (hbar^2)
singlet A+B = 0.68995, singlet omega = 0.38935 (real)
full-CI triplet gap at R = 1.4000 bohr: 0.60547
full-CI triplet gap at R = 2.1797 bohr: 0.25400
full-CI triplet gap at R = 3.0000 bohr: 0.08448
TDHF amplitude ratio, R = 1.4 bohr, t = 7.193 a.u.: -0.65364
TDHF amplitude ratio, R = 3.0 bohr, t = 17.049 a.u.: 27.30824
BSE on one-shot GW at the Coulson-Fischer distance
HF gap = 0.80679, J = 0.60007, K = 0.20672, Omega = 1.14805
GW gap shift = 0.06145, screened K_W = 0.10209
A+B: TDHF = 0.00000, BSE = 0.16608
H2, cc-pVDZ: Coulson-Fischer distance = 2.2873 bohr = 1.2104 angstrom
RHF - UHF energy 0.2 bohr beyond it = 0.003242
Be, 6-31G: lowest triplet A+B = -0.01373, lowest A-B = 0.13315
Be, 6-31G: negative eigenvalues of A+B = 3, imaginary pairs = 3
Be, 6-31G: largest |Im omega| = 0.04293
```
